# Heat conduction across aligned insulating penny cracks, part 2

A homogeneous, isotropic matrix of constant conductivity $k$ contains $N$ flat circular cracks per unit volume, each of radius $a$ and zero thickness, with normals along $z$. The problem is to find its effective conductivity $k_{\rm eff}$ for steady heat flow along $z$. The first half took the cracks as perfectly insulating. SI units are used, and $z$ increases towards the hot side. The mean flux component $\bar q$ is negative, and $G=-\bar q/k$ is positive. The overall gradient $\bar G$ is the temperature drop per length between the isothermal ends of a slab, and

$$
k_{\rm eff}=k\,\frac{G}{\bar G}. \tag{1}
$$

With $[T]$ the temperature jump, upper face minus lower face, and $V$ the sample volume, the averaging relation is

$$
\bar G=G+\frac1V\sum_{\rm cracks}\int[T]\,dS . \tag{2}
$$

For one crack centred at the origin, with $T\to Gz$ far away and $T=0$ on the midplane outside it, the solution is

$$
T=Ga\mu\zeta+\frac{2Ga}{\pi}\,\mu\left(1-\zeta\operatorname{arccot}\zeta\right). \tag{3}
$$

Here $z=a\mu\zeta$ and $r=a\sqrt{(1-\mu^2)(1+\zeta^2)}$, where $r$ is the distance from the axis. Far away $\zeta\to R/a$ and $\mu\to\cos\theta$, with $R$ the distance from the centre and $\theta$ the angle from the $z$ axis. The second term is the disturbance, and its bracket decays as $1/(3\zeta^2)$. The jump and its integral are

$$
[T]=\frac{4G}{\pi}\sqrt{a^2-r^2}, \tag{4}
$$

$$
\int[T]\,dS=\frac83\,Ga^3 . \tag{5}
$$

The noninteracting approximation loads every crack by $G$. With $c=Na^3$ it gives

$$
k_{\rm eff}=\frac{k}{1+\dfrac{8c}{3}} . \tag{6}
$$

The example is a coating 0.30 mm thick with $k=2$ W/(m K), carrying 1 MW/m², with $N=10^{14}$ m⁻³ and $a=10$ µm. Then $c=0.1$, $k_{\rm eff}=1.58$ W/(m K), and the temperature drop rises from 150 K to 190 K.

The spheroid integrals in the numerical output are the surface integral of $Tn_z$, with $n_z$ the $z$ component of the outward normal, and the volume integral of $\partial T/\partial z$, for the region $\zeta<2$ around one crack. They differ by the integrated jump.

## How far the formula can be trusted

The matrix has conductivity $k$, and $G$ is the gradient that would carry the mean flux through it without cracks. The overall gradient is $\bar G$, and $k_{\rm eff}=kG/\bar G$. There are $N$ insulating discs of radius $a$ per unit volume, normal to the flow, and $c=Na^3$. The first half showed that $\bar G-G$ is the sum of the integrated temperature jumps per unit volume, that an isolated crack contributes $8Ga^3/3$, and that loading every crack by $G$ gives $k_{\rm eff}=k/(1+8c/3)$.

The choice of loading matters at finite $c$. Suppose each crack is exposed to the overall gradient $\bar G$ instead. The sum of the jumps per volume is then $8c\bar G/3$, so $\bar G=G+8c\bar G/3$, and

$$
k_{\rm eff}=k\left(1-\frac{8c}{3}\right).
$$

With $x=8c/3$, the identity $1/(1+x)=1-x+x^2/(1+x)$ shows that the two results agree to first order and differ by $kx^2/(1+x)$. At $c=0.1$ they are 1.58 and 1.47 W/(m K). The linear form vanishes at $c=0.375$ and is negative beyond, although nothing in the geometry requires the heat paths to close there. The argument for $G$ is that it is the true average gradient in the matrix, because the cracks take up no volume. The gradient acting on a particular crack can still differ from that average, so this choice remains a mean-field approximation.

The direction of the error can be seen from the distant field of one crack. For large $R$ the disturbance in the first half's solution is $(2Ga/\pi)\cos\theta\,a^2/(3R^2)$. Since $\cos\theta=z/R$, this is

$$
t=\frac{2Ga^3}{3\pi}\,\frac{z}{R^3},
\qquad
\frac{\partial t}{\partial z}=\frac{2Ga^3}{3\pi}\,\frac{1-3\cos^2\theta}{R^3}.
$$

The derivative uses $\partial R/\partial z=z/R$. Beside the crack, $\cos\theta=0$ and the gradient is raised: a neighbour there receives some of the diverted heat and blocks it again. Above or below, $\cos^2\theta=1$ and the gradient is lowered by twice as much at the same distance: a neighbour there lies in the shadow. The average of $\cos^2\theta$ over a sphere is $1/3$, so neighbours that fill a complete spherical shell evenly have no net effect in this distant field.

A wide slab is not made of complete shells, because its far neighbours lie mostly to the side. Let $N$ neighbours per unit volume be spread evenly through the slab, outside a sphere of radius $s$ around the crack. On a plane at height $z$, with $\rho$ the distance from the axis and $R^2=\rho^2+z^2$, the part beyond $\rho_0$ contributes

$$
2\pi\int_{\rho_0}^{\infty}\frac{\rho^2-2z^2}{R^5}\,\rho\,d\rho
=\frac{2\pi\rho_0^2}{(\rho_0^2+z^2)^{3/2}} .
$$

Planes that miss the sphere have $\rho_0=0$ and contribute nothing. Those that cut it have $\rho_0^2=s^2-z^2$ and contribute $2\pi(s^2-z^2)/s^3$. Integration over $-s<z<s$ gives $8\pi/3$ for any $s$, so the gradient at the crack is raised by

$$
N\,\frac{2Ga^3}{3\pi}\,\frac{8\pi}{3}=\frac{16c}{9}\,G .
$$

For such an arrangement, loading by $G$ alone omits a term of first order in $c$. An empty region of another shape gives another value, and close neighbours need a fuller calculation.

Place one crack at the middle of a cylinder of radius $b$ and height $2h$, with an insulated side and isothermal ends. Reflection in the ends, with reversal of the temperature measured from the end value, continues the field into an infinite stack of cracks with spacing $2h$. The insulated side stands for the lateral symmetry planes of an array of such stacks, with the polygon around each stack replaced by a circle. The crack density is

$$
c=\frac{a^3}{2\pi b^2h}.
$$

The field is odd in $z$, so the upper half suffices. There

$$
T=Gz+B_0+\sum_{n\ge1}B_nJ_0(\kappa_nr)\,
\frac{\sinh\kappa_n(h-z)}{\sinh\kappa_nh},
\qquad \kappa_n=\frac{\lambda_n}{b},
$$

where $\lambda_n$ are the positive zeros of $J_1$. Since $J_0'=-J_1$, no heat passes the side. Each term satisfies the heat equation, and at $z=h$ the temperature is $Gh+B_0$ over the whole end. The Bessel terms have zero average over the section, so $G$ is indeed the gradient that belongs to the mean flux. The overall gradient is $\bar G=(Gh+B_0)/h$, and the excess resistance is

$$
e=\frac{k}{k_{\rm eff}}-1=\frac{B_0}{Gh}.
$$

Let $w(r)$ be the temperature of the upper face. At $z=0$ the field equals $w$ for $r<a$ and zero for $a<r<b$. The Bessel functions are orthogonal with weight $r$, and $\int_0^bJ_0^2(\kappa_nr)\,r\,dr=b^2J_0^2(\lambda_n)/2$. Projection therefore gives

$$
B_0=\frac2{b^2}\int_0^aw\,r\,dr,\qquad
B_n=\frac{2W_n}{b^2J_0^2(\lambda_n)},\qquad
W_n=\int_0^awJ_0(\kappa_nr)\,r\,dr .
$$

It costs little to let the faces exchange heat as well. Let $H$ be the conductance per unit area between them. The jump is $2w$, and the heat crossing it must arrive by conduction, so $k\,\partial T/\partial z=2Hw$ on the upper face. The $z$ derivative of the series at $z=0$ turns this into

$$
G-\sum_n\kappa_n\coth(\kappa_nh)\,B_nJ_0(\kappa_nr)=\frac{2H}{k}\,w,\qquad r<a .
$$

Multiply by $v(r)\,r$, with $v$ any trial function on the disc, and integrate. With $V_n$ formed from $v$ as $W_n$ is from $w$,

$$
G\int_0^av\,r\,dr=Q(w,v),
$$

$$
Q(w,v)=\sum_n\frac{2\kappa_n\coth(\kappa_nh)}{b^2J_0^2(\lambda_n)}W_nV_n
+\frac{2H}{k}\int_0^awv\,r\,dr .
$$

The form $Q$ is symmetric, and $Q(v,v)$ is positive unless $v=0$. Consider

$$
P[v]=2G\int_0^av\,r\,dr-Q(v,v).
$$

For $v=w+\delta$ the terms linear in $\delta$ are $2G\int\delta\,r\,dr-2Q(w,\delta)=0$, which leaves $P[w+\delta]=P[w]-Q(\delta,\delta)$. The true face temperature thus maximizes $P$. With $v=w$ in the equation above, the maximum is

$$
P[w]=G\int_0^aw\,r\,dr=\frac{Gb^2B_0}{2}.
$$

A restricted set of trial functions can therefore underestimate $B_0$ but not overestimate it, provided the sum in $Q$ is complete.

For the numbers I write $w=Ga\sum_jc_j(1-r^2/a^2)^{j-1/2}$ with eight terms. Every term vanishes at the rim, and the coefficients are free, so the isolated profile is not imposed. In units with $a=1$, the integrals needed follow from the power series of $J_0$. Term by term,

$$
\int_0^1r^{2m+1}(1-r^2)^\nu dr=\frac{m!\,\Gamma(\nu+1)}{2\,\Gamma(m+\nu+2)},
$$

and the resulting series is that of $J_{\nu+1}$:

$$
\int_0^1r(1-r^2)^\nu J_0(\kappa r)\,dr
=\frac{2^\nu\,\Gamma(\nu+1)}{\kappa^{\nu+1}}\,J_{\nu+1}(\kappa).
$$

The condition $Q(w,v)=G\int v\,r\,dr$, imposed for each trial function, is then a set of eight linear equations.

Take first perfectly insulating faces, $H=0$, and large cells with $h=b$. The ratio $e/c$ is 2.674 at $b=5a$, 2.668 at $b=10a$ and 2.667 at $b=20a$. It approaches $8/3$ without use of the closed solution for an isolated crack. The sum over $n$ stops at a finite number of terms. The omitted terms of $Q$ are positive, so for given trial functions this truncation raises $B_0$, and further digits would have little meaning.

Now keep $c=0.1$ and change the shape of the cell. The approximation gives $e=0.27$ and $k_{\rm eff}=1.58$ W/(m K) for every shape. With $b=1.2a$ the insulated side is $0.2a$ from the rim of the crack and the layers are $2.21a$ apart. The calculation gives $e=0.36$ and $k_{\rm eff}=1.47$ W/(m K), which is 7% below the approximation. With $b=2a$ and layers $0.80a$ apart, $e=0.21$ and $k_{\rm eff}=1.66$ W/(m K), 5% above it. With $b=3a$ and layers $0.35a$ apart, $e=0.10$ and $k_{\rm eff}=1.81$ W/(m K), 15% above it. For the same flux, the coating's drop of 190 K would become 204, 181 and 166 K. The crack density alone does not fix the conductivity, and the approximation is neither an upper nor a lower bound.

The form $Q$ separates the two influences. The layer spacing enters it through $\coth(\kappa_nh)$, which rises as $h$ falls. At fixed $b$, bringing the layers closer raises $Q(v,v)$ for every trial function, lowers the maximum of $P$, and so lowers $B_0$. This is the shielding. It can be compared with the approximation directly, because $8c/3=4a^3/(3\pi b^2h)$ and hence

$$
\frac{e}{8c/3}=\frac{3\pi b^2}{4Ga^3}\,B_0 .
$$

In this ratio $h$ appears only through $B_0$, so closer layers always lower the resistance relative to the approximation in this cell.

In the cell with $b=1.2a$ shielding is negligible. There $h=1.105a$ and $\lambda_1=3.83$, so $\kappa_1h=3.53$ and $\coth(\kappa_1h)$ exceeds 1 by less than 0.2%. The higher terms exceed it by less still. Removing the other layers altogether would lower $Q$, and so raise $B_0$, by less than 0.2%. The increase of $e$ from 0.27 to 0.36 must then come from the lateral neighbours. The open ring around the crack has the fraction $1-1/1.44=0.31$ of the section, and all the heat has to converge on it.

For close stacks a bound shows that the approximation must fail. At fixed end temperatures the true field minimizes $k\int|\nabla T|^2dV$ among all fields that take those end values, and the minimum is proportional to the conductance. Insert an insulating wall at $r=a$ along the whole cell. Fields that jump across the wall are now admitted as well, so the minimum cannot rise. Inside the wall the crack blocks the whole section and no heat flows. Outside it the gradient is uniform over the area fraction $1-a^2/b^2$. Therefore

$$
k_{\rm eff}\ge k\left(1-\frac{a^2}{b^2}\right),
\qquad\text{or}\qquad
e\le\frac{a^2}{b^2-a^2}.
$$

This limit on $e$ does not depend on $h$, whereas $8c/3$ grows without limit as $h\to0$. The approximation violates the bound once

$$
\frac{4a^3}{3\pi b^2h}>\frac{a^2}{b^2-a^2},
\qquad\text{that is,}\qquad
h<\frac{4a}{3\pi}\left(1-\frac{a^2}{b^2}\right).
$$

For $b=3a$ the threshold is $h=0.38a$, and the third cell, with $h=0.18a$, lies below it. Its conductivity of 1.81 W/(m K) is close to the bound of 1.78 W/(m K). Further cracks in a close stack add little because the material between them is already nearly bypassed. For $b=1.2a$ the bound is only 0.61 W/(m K), far below the calculated 1.47 W/(m K), and is of no use as an estimate.

These cells describe regular arrangements, with the lateral neighbours represented by a circular wall. They show the sign and possible size of the interaction, but they do not give the conductivity of a random array.

The other assumption to examine is that the faces are insulating. The relevant measure is the dimensionless number

$$
\mathrm{Bi}=\frac{Ha}{k}.
$$

For an isolated crack, let $w_0=(2G/\pi)\sqrt{a^2-r^2}$ be the face temperature at $H=0$, and use $w=sw_0$ as a trial function with one adjustable factor $s$. The part of $Q(w_0,w_0)$ without $H$ equals $GI$, where

$$
I=\int_0^aw_0\,r\,dr=\frac{2Ga^3}{3\pi},\qquad
K=\int_0^aw_0^2\,r\,dr=\frac{4G^2}{\pi^2}\cdot\frac{a^4}{4}=\frac{G^2a^4}{\pi^2}.
$$

Then $P=2sGI-s^2(GI+2HK/k)$. Setting its derivative with respect to $s$ to zero gives

$$
s=\frac{1}{1+\dfrac{2H}{k}\dfrac{K}{GI}}
=\frac1{1+\dfrac{3}{\pi}\,\mathrm{Bi}},
$$

because $K/(GI)=3a/(2\pi)$. The integrated jump is multiplied by about $s$. For small $\mathrm{Bi}$ the true profile differs from the trial profile by an amount of order $\mathrm{Bi}$. The error in $P$ is quadratic in that difference, so $s$ is correct to first order. It is also a lower bound to the true factor. At $\mathrm{Bi}=0.1$ the estimate is 0.9128 and the eight-term calculation in a large cell gives 0.9130. At $\mathrm{Bi}=1$ the values are 0.512 and 0.517.

The heat that crosses a face leaves through the opposite one, so the averaging relation still holds. In the noninteracting approximation $8c/3$ is replaced by $8cs/3$. For the coating, $\mathrm{Bi}=0.01$ corresponds to $H=0.01\times2/10^{-5}=2000$ W/(m² K) and removes about 1% of the added resistance. If the crack has a small opening $d$ filled with a medium of conductivity $k_g$ that conducts straight across, then $H=k_g/d$, and the faces count as insulating when

$$
\frac{k_g}{k}\ll\frac da .
$$

A poorly conducting filling is therefore not sufficient by itself. For a gas, $H=k_g/d$ holds only while $d$ is large compared with the mean free path of the molecules; in narrower gaps the conductance levels off instead of growing as $1/d$. If the length $k_ga/k$ is well above that mean free path, there are openings $d<k_ga/k$ for which the formula still holds and $\mathrm{Bi}$ exceeds 1, so that even a gas spoils the insulation. The coating does not meet this condition with air at room temperature and atmospheric pressure: with $k_g=0.026$ W/(m K) the length $k_ga/k$ is 0.13 µm, only about twice the mean free path. The levelled-off conductance must then be used for narrow cracks, and it is not small. With full thermal accommodation kinetic theory gives $H\approx\frac{\gamma+1}{\gamma-1}\,p\sqrt{R_s/(8\pi T)}$, where $\gamma$ is the ratio of specific heats, $p$ the pressure and $R_s$ the gas constant per unit mass. For this air it is about $1.2\times10^5$ W/(m² K), so $\mathrm{Bi}\approx0.6$ and $s\approx0.64$: about a third of the added resistance is lost, and the drop is near 176 K instead of 190 K. An opening of 1 µm still gives $\mathrm{Bi}\approx0.1$ and about 186 K. In hot gas at tens of atmospheres the mean free path is much shorter than $k_ga/k$, and $\mathrm{Bi}$ exceeds 1 for narrow cracks. The figure of 190 K therefore belongs to evacuated cracks, and gas in the cracks lowers it. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Integrated jump / (G a^3), quadrature: 2.66667
Value of 8/3: 2.66667
Spheroid surface integral / (G a^3): 42.85730
Spheroid volume integral / (G a^3): 40.19063
Cell b=h=5 a: c=1.273e-03, excess/c=2.67391
Cell b=h=10 a: c=1.592e-04, excess/c=2.66775
Cell b=h=20 a: c=1.989e-05, excess/c=2.66718
Bi=0.01: jump ratio solver 0.99054, estimate 0.99054
Bi=0.10: jump ratio solver 0.91304, estimate 0.91283
Bi=1.00: jump ratio solver 0.51680, estimate 0.51153
Matrix conductivity: 2.000 W/(m K)
Coating thickness: 0.30 mm
Heat flux: 1.00 MW/m^2
Crack radius: 10.0 micrometre
Crack number density: 1.00e+14 m^-3
Crack density c: 0.1000
Resistance excess 8c/3: 0.2667
Conductivity factor: 0.7895
Effective conductivity: 1.5789 W/(m K)
Linear form k(1-8c/3): 1.4667 W/(m K)
Linear form vanishes at c: 0.375
Matrix gradient G: 5.000e+05 K/m
Temperature drop, no cracks: 150.0 K
Temperature drop, cracked: 190.0 K
Jump at crack centre: 6.366 K
Face conductance at Bi=0.01: 2000 W/(m^2 K)
Cell b=1.2 a, layer spacing 2.210 a: excess 0.3629, k_eff 1.4674 W/(m K)
  Wall bound on k_eff: 0.6111 W/(m K)
Cell b=2.0 a, layer spacing 0.796 a: excess 0.2065, k_eff 1.6577 W/(m K)
  Wall bound on k_eff: 1.5000 W/(m K)
Cell b=3.0 a, layer spacing 0.354 a: excess 0.1043, k_eff 1.8110 W/(m K)
  Wall bound on k_eff: 1.7778 W/(m K)
```
